# Green's function and perfect transmission of a one-dimensional massless Dirac particle

## Problem

A massless Dirac particle moves on a line with the Hamiltonian

$$H=v\,\sigma_x p+V(x)\,\mathbb 1,\qquad p=-i\hbar\frac{d}{dx},$$

where $v>0$ is constant and $V$ is a smooth real potential. The potential is scalar in the sense that it multiplies the unit matrix, as an electrostatic potential does. A Lorentz scalar would instead multiply $\sigma_z$ and act as a position-dependent mass; it appears in part (d).

The retarded Green's function is the $2\times2$ matrix that solves

$$(E+i\eta-H)\,G(x,x')=\delta(x-x')\,\mathbb 1$$

and stays bounded as $|x|\to\infty$ for $\eta>0$. The limit $\eta\to0^+$ is taken at the end.

(a) Construct $G(x,x';E)$.

(b) Show that the Fisher-Lee amplitude $i\hbar vG$ from a contact at $x_1$ to a contact at $x_2>x_1$, taken between right-moving spinors, has unit modulus for every such barrier. What does the barrier change?

(c) Obtain the transmission from the Caroli trace formula.

(d) Add a mass term $m(x)\sigma_z$. Find the reflection amplitude to first order in $m$, and the transmission for any strength of $m$ when $E=V=0$.

(e) Evaluate the amplitude for $v=10^6$ m/s, $E=0.10$ eV, contacts at $\pm100$ nm and

$$V(x)=V_0\,s(x),\qquad s(x)=\tfrac12\left[\tanh\frac{x+w}{d}-\tanh\frac{x-w}{d}\right],$$

with $V_0=0.30$ eV, $w=25$ nm and $d=8$ nm. Estimate the effects of a small mass, a finite lifetime and an underlying lattice.

## Solution

### (a) The Green's function

The matrix $\sigma_x$ commutes with $H$. Its eigenvectors are $u_\pm=(1,\pm1)^T/\sqrt2$, with $\sigma_xu_\pm=\pm u_\pm$, and the projectors on them are $P_\pm=(\mathbb 1\pm\sigma_x)/2$. On these two subspaces $H$ becomes $\pm vp+V$. The velocity operator $i[H,x]/\hbar=v\sigma_x$ has the values $\pm v$, so $u_+$ moves right and $u_-$ moves left, whatever the potential. We can therefore write $G=g_+P_++g_-P_-$ with two scalar functions.

Since $vp=-i\hbar v\,\partial_x$, the right-moving part obeys

$$\left[E+i\eta-V(x)+i\hbar v\,\partial_x\right]g_+(x,x')=\delta(x-x').$$

Define the phase, and its continuation to complex energy, by

$$\varphi(x,x')=\frac1{\hbar v}\int_{x'}^{x}[E-V(y)]\,dy,\qquad \Phi(x,x')=\varphi(x,x')+\frac{i\eta(x-x')}{\hbar v}.$$

The exponential $e^{i\Phi}$ solves the equation without the source, because

$$i\hbar v\,\partial_xe^{i\Phi}=i\hbar v\cdot\frac{i(E+i\eta-V)}{\hbar v}\,e^{i\Phi}=-(E+i\eta-V)\,e^{i\Phi}.$$

Insert $g_+=c(x)e^{i\Phi}$. The terms without $c'$ cancel, leaving $i\hbar v\,c'e^{i\Phi}=\delta(x-x')$. As $\Phi(x',x')=0$, this gives

$$c'(x)=\frac{\delta(x-x')}{i\hbar v},\qquad c(x)=c_0+\frac{\theta(x-x')}{i\hbar v}.$$

For real $V$ we have $|e^{i\Phi}|=e^{-\eta(x-x')/\hbar v}$, which grows without limit as $x\to-\infty$. Boundedness requires $c_0=0$.

For the left mover the derivative changes sign:

$$\left[E+i\eta-V(x)-i\hbar v\,\partial_x\right]g_-=\delta(x-x').$$

Now $e^{-i\Phi}$ solves the source-free equation. With $g_-=c(x)e^{-i\Phi}$ we get $-i\hbar v\,c'=\delta(x-x')$, so $c=c_0-\theta(x-x')/(i\hbar v)$. The modulus $|e^{-i\Phi}|=e^{+\eta(x-x')/\hbar v}$ grows as $x\to+\infty$, so $c$ must vanish there. Hence $c_0=1/(i\hbar v)$ and $c=\theta(x'-x)/(i\hbar v)$.

With $1/i=-i$ and $\eta\to0^+$, the two parts combine to

$$\boxed{G(x,x';E)=-\frac{i}{\hbar v}\left[\theta(x-x')\,P_+\,e^{i\varphi(x,x')}+\theta(x'-x)\,P_-\,e^{-i\varphi(x,x')}\right]}$$

for $x\neq x'$. The derivation uses only the integral of $V$, so smoothness is not required: a real potential that is integrable over every finite interval, steps included, gives the same formula.

The time dependence shows what "retarded" means here. For $x>x'$,

$$\int\frac{dE}{2\pi\hbar}\,e^{-iEt/\hbar}g_+=-\frac{i}{\hbar v}\,e^{-\frac{i}{\hbar v}\int_{x'}^xV\,dy}\;\delta\!\left(t-\frac{x-x'}{v}\right).$$

A pulse released at $x'$ reaches $x$ after the time $(x-x')/v$ with its shape unchanged. The potential supplies a phase factor.

### (b) The Fisher-Lee amplitude

A source at $x_1$ in the state $u_+$ launches the wave $g_+(x,x_1)$. Just to the right of the source its value is $1/(i\hbar v)$. The transmission amplitude is the wave at $x_2$ divided by this starting value. No velocity ratio enters, since the speed is $v$ at both contacts:

$$t=\frac{g_+(x_2,x_1)}{1/(i\hbar v)}=i\hbar v\,u_+^\dagger G(x_2,x_1)u_+=e^{i\varphi(x_2,x_1)}.$$

For real $E$ and $V$ the phase $\varphi$ is real, so $|t|=1$. The height and shape of the barrier do not enter the modulus.

The choice of spinors matters. The full matrix is $i\hbar vG(x_2,x_1)=e^{i\varphi}P_+$, a phase times a projector. Its eigenvalues are $e^{i\varphi}$ and $0$, and in the original basis each of its four elements has modulus $\tfrac12$.

Current conservation by itself gives $|t|^2+|r|^2=1$. The further fact is that $r=0$: reflection would turn $u_+$ into $u_-$, and a potential proportional to $\mathbb 1$ has no matrix element between them. Where $V>E$, the local wave number $(E-V)/\hbar v$ is negative but real. The wave does not decay there, and its velocity is still $+v$. A Schrödinger particle below a barrier top has an imaginary wave number instead.

What the barrier does change is the phase. With $L=x_2-x_1$,

$$t=e^{iEL/\hbar v}\exp\left[-\frac{i}{\hbar v}\int_{x_1}^{x_2}V\,dx\right],\qquad \hbar\frac{d\varphi}{dE}=\frac Lv.$$

The delay is that of free motion, because the barrier phase does not depend on energy. The phase itself can be observed if the transmitted wave interferes with a reference wave.

### (c) The Caroli formula

Consider right movers on the segment $[x_1,x_2]$, with wave function $f(x)$. The continuity equation gives

$$\frac{d}{dt}\int_{x_1}^{x_2}|f|^2dx=v|f(x_1)|^2-v|f(x_2)|^2.$$

Particles enter at the left end and leave at the right end. Writing these rates as $\langle f|\Gamma|f\rangle/\hbar$ identifies the couplings

$$\Gamma_L=\hbar v\,\delta(x-x_1),\qquad\Gamma_R=\hbar v\,\delta(x-x_2),$$

with the delta functions understood to lie just inside the segment.

We check that $\Gamma_L$ accounts for the whole right-moving spectral function $A=i(G-G^\dagger)$. Here $G^\dagger(x,x')=g_+(x',x)^*$ and $\varphi(x',x)=-\varphi(x,x')$, so

$$A(x,x')=\frac{1}{\hbar v}\left[\theta(x-x')+\theta(x'-x)\right]e^{i\varphi(x,x')}=\frac{e^{i\varphi(x,x')}}{\hbar v}.$$

On the other side,

$$(G\Gamma_LG^\dagger)(x,x')=\hbar v\,g_+(x,x_1)\,g_+(x',x_1)^*=\frac{1}{\hbar v}\,e^{i\varphi(x,x_1)-i\varphi(x',x_1)}=\frac{e^{i\varphi(x,x')}}{\hbar v}.$$

The two agree: every right-moving state in the segment is fed from the left contact. The trace is then

$$T=\mathrm{Tr}\left[\Gamma_RG\Gamma_LG^\dagger\right]=(\hbar v)^2|g_+(x_2,x_1)|^2=1.$$

The diagonal of $A$ gives the local density of right-moving states, $A(x,x)/2\pi=1/(2\pi\hbar v)$. It is uniform, inside the barrier as well as outside. With no reflected wave there is no standing-wave pattern.

### (d) A mass term restores reflection

Write $\psi=R\,u_++\mathcal L\,u_-$. Since $\sigma_zu_\pm=u_\mp$, projecting $(E-V-m\sigma_z)\psi=-i\hbar v\,\sigma_x\psi'$ on $u_+$ and $u_-$ gives

$$(E-V)R-m\mathcal L=-i\hbar vR',\qquad(E-V)\mathcal L-mR=+i\hbar v\mathcal L'.$$

Remove the known phases with $R=\rho\,e^{i\varphi}$ and $\mathcal L=\lambda\,e^{-i\varphi}$, where $\varphi=\varphi(x,x_1)$. The terms in $E-V$ cancel and leave

$$\rho'=-\frac{im}{\hbar v}\,\lambda\,e^{-2i\varphi},\qquad\lambda'=\frac{im}{\hbar v}\,\rho\,e^{2i\varphi}.$$

For incidence from the left, $\rho(x_1)=1$, $\lambda(x_2)=0$ and $r=\lambda(x_1)$. To first order in $m$ we set $\rho=1$ in the second equation and integrate from $x_1$ to $x_2$:

$$r\simeq-\frac{i}{\hbar v}\int_{x_1}^{x_2}m(x)\,e^{2i\varphi(x,x_1)}dx.$$

The phase $2\varphi$ is stationary where $V(x)=E$. For a smooth mass and a phase that winds quickly elsewhere, the main contributions come from these crossings.

When $E=V=0$, the phase vanishes and the equations can be solved for any $m(x)$. Let

$$\mu(x)=\frac1{\hbar v}\int_{x_1}^xm\,dy,\qquad M=\mu(x_2).$$

Then $\rho'=-i\mu'\lambda$ and $\lambda'=i\mu'\rho$. The solution with $\lambda(x_2)=0$ is

$$\rho=\rho(x_2)\cosh(M-\mu),\qquad\lambda=-i\rho(x_2)\sinh(M-\mu),$$

as differentiation confirms. At $x_1$, where $\mu=0$, it gives

$$T=\left|\frac{\rho(x_2)}{\rho(x_1)}\right|^2=\frac1{\cosh^2M}.$$

For large $|M|$ this falls as $4e^{-2|M|}$, which is tunnelling. The result of part (b) thus fails for a Lorentz-scalar barrier.

### (e) Numbers

The given velocity means $\hbar v=0.65821$ eV nm. For the barrier area, use $\int[f(x+w)-f(x-w)]dx=2w[f(\infty)-f(-\infty)]$ with $f(x)=\tanh(x/d)$. The integral is $4w$, so

$$\int V\,dx=\tfrac12V_0\cdot4w=2wV_0=2(25)(0.30)=15.0\ \text{eV nm}.$$

The tails beyond the contacts are negligible. With $L=200$ nm,

$$\varphi=\frac{(0.10)(200)}{0.65821}-\frac{15.0}{0.65821}=30.385-22.789=7.596\ \text{rad},$$

$$i\hbar vG_{++}=e^{i\varphi}=0.2548+0.9670\,i,\qquad(0.2548)^2+(0.9670)^2=1.000.$$

The particle's energy is a third of the barrier height, yet it is fully transmitted. The barrier shifts the phase by more than three full turns, while the delay stays at $L/v=200$ fs.

Direct numerical integration of the Dirac equation gives the same amplitude. It was done at $E=0.10$ eV for $V=V_0s(x)$ with $V_0=0.3$, $3$ and $-1$ eV, and for the irregular profile $0.5\,s(x)[1+0.5\sin(x/7)+x/60]$ eV, with $x$ in nm. The largest deviation of $t$ from $e^{i\varphi}$ was $1.2\times10^{-9}$.

The parameters are round model values and stand for no particular material. In a real conductor the equation is an approximation, and three of its assumptions can be sized for the same barrier.

**Residual mass.** Take $m(x)=m_0e^{-(x/60\,\text{nm})^4}$ with $m_0=5$ meV. The first-order formula gives $|r|^2=0.0191$, and integration of the full equation gives $0.0188$. This loss of about 2% is not set by the ratio of mass to energy. It arises mainly near the two crossings $V(x)=E$; without the barrier the same mass reflects no more than about $10^{-10}$ at this energy. The waves reflected at the two crossings interfere, so $|r|^2$ varies between nearly zero and $0.034$ as $E$ goes from 0.06 to 0.16 eV. As a separate check of the formula for $E=V=0$, remove the electrostatic barrier and take $m=20\,s(x)$ meV, whose area is $1.00$ eV nm. Then $M=1.00/0.65821=1.519$ and $T=1/\cosh^2M=0.1745$, as the integration also gives.

**Finite lifetime.** If particles are lost from the coherent wave with lifetime $\tau$, then $\eta=\hbar/2\tau$ stays finite and

$$|t|^2=e^{-2\eta L/\hbar v}=e^{-L/v\tau}.$$

For $\tau=1$ ps the exponent is $-0.2$ and the coherent fraction is $0.819$. With the values chosen here, this loss of about 18% exceeds the 2% lost to the 5 meV mass in the same barrier.

**Lattice.** A chain with spacing $a$ and hopping $-J$ has $E-V=-2J\cos ka$. Near half filling put $k=\pi/2a+q$. Then $E-V=2J\sin qa\simeq\hbar vq$ with $v=2Ja/\hbar$, while the left movers sit near $k=-\pi/2a$. Reflection must therefore change the wave number by about $\pi/a$, which a potential smooth on the scale $a$ hardly supplies. For the smooth barrier and $a=0.4$, $0.2$ and $0.1$ nm, the Caroli formula on the chain gives $|1-T|$ below $10^{-14}$, the level of rounding error. The phase differs from $\varphi$ by $0.0134$, $0.0033$ and $0.0008$ rad, falling as $a^2$.

A sharp edge does reflect on the lattice. Let the on-site potential jump from $0$ to $V_0$ between sites $0$ and $1$, with right-moving wave numbers $k_1$ and $k_2$ on the two sides. The chain equations at these sites require both wave forms to agree at $n=0$ and at $n=1$:

$$1+r=t',\qquad e^{ik_1a}+r\,e^{-ik_1a}=t'e^{ik_2a}.$$

Eliminating $t'$ gives

$$|r|=\left|\frac{\sin[(k_1-k_2)a/2]}{\sin[(k_1+k_2)a/2]}\right|\simeq\frac{V_0a}{2\hbar v},$$

because $k_1-k_2\simeq V_0/\hbar v$ and the denominator is close to 1. When the waves from the two edges of a barrier add in phase, the amplitude doubles and $|r|^2\simeq(V_0a/\hbar v)^2$ to leading order in $a$. For $a=0.4$ nm this is $0.0332$. The largest reflection found on the chain for a 50 nm wide rectangular barrier, at energies between 0.08 and 0.13 eV, is $0.0328$. At $a=0.1$ nm both are $0.0021$. Smoothness, which the continuum result did not need, is what protects the transmission on this chain. Other lattices can behave differently: where the left and right movers are separated in space, as on opposite edges of a wide Chern-insulator strip, even a sharp step reflects almost nothing as long as the energy stays inside the local bulk gap.

The remaining digits are in the numerical output below.

## Computed results

```
velocity v = 1.0e+06 m/s
hbar v = 0.65821 eV nm
energy E = 0.10 eV, barrier height V0 = 0.30 eV
half width w = 25 nm, edge length d = 8 nm
contact separation L = 200 nm
barrier area = 15.0000 eV nm
free phase E L/hv = 30.3853 rad
barrier phase -area/hv = -22.7890 rad
total phase phi = 7.5963 rad
amplitude i hv G: real 0.2548, imaginary 0.9670
|G++| = 1/hv = 1.5193 1/(eV nm)
delay L/v = 200.00 fs, from chain (a = 0.1 nm) 200.03 fs
resolvent test, box 300 nm: error 3.7e-06, image factor 2.9e-06
resolvent test, box 450 nm: error 4.1e-10, image factor 3.2e-10
Dirac integration, 4 potentials: largest error of t = 1.2e-09
Dirac integration, 4 potentials: largest reflection = 0.0e+00
chain a = 0.4 nm: phase error 1.34e-02 rad, |1-T| = 1.3e-15
chain a = 0.2 nm: phase error 3.33e-03 rad, |1-T| = 1.1e-15
chain a = 0.1 nm: phase error 8.31e-04 rad, |1-T| = 6.7e-15
chain a = 0.1 nm: largest density deviation = 3.4e-04
sharp edges a = 0.4 nm: max R = 0.03276, (V0 a/hv)^2 = 0.03324
sharp edges a = 0.2 nm: max R = 0.00827, (V0 a/hv)^2 = 0.00831
sharp edges a = 0.1 nm: max R = 0.00207, (V0 a/hv)^2 = 0.00208
lifetime = 1.0 ps: coherent fraction formula 0.8187
coherent fraction from chain = 0.8186
residual mass = 5.0 meV: R integrated = 0.01883
residual mass: R first order = 0.01913
mass barrier height = 20 meV, area = 1.0000 eV nm
mass barrier at E = 0: T integrated = 0.17450
mass barrier at E = 0: T formula = 0.17450
```
